# How film thickness limits the spin current from a spin-Hall film

## Problem

A nonmagnetic metal film carries an in-plane charge current of density $j_c$. Through the spin Hall effect, this current drives a spin current along the film normal, towards a neighbouring layer that absorbs spin. The spin diffusion length in the film is $\lambda = 1.5$ nm. The interface with the neighbour is a perfect absorber, and no spin leaves through the opposite surface.

Define the efficiency as the spin current density delivered to the neighbour divided by $j_c$.

(a) Derive the delivered spin current for a film of thickness $d$, and show that a film with $d = 5$ nm reaches about 93 percent of the efficiency of a very thick film.

(b) Explain where the delivered spin comes from, and why the missing part is not simply $e^{-d/\lambda}$.

(c) Find the thicknesses needed for 95 and 99 percent.

(d) Determine what changes if the interface absorbs imperfectly.

For numerical values take a spin-Hall angle $\theta = 0.10$, a conductivity $\sigma = 4\times10^{6}$ S/m and $j_c = 10^{11}$ A/m². These are round model parameters.

## Solution

### Setting up the model

Let $z$ run along the film normal, with the outer surface at $z=0$ and the absorbing interface at $z=d$. The state is steady and varies along $z$ alone. The parameters $\sigma$, $\theta$ and $\lambda$ are taken to be independent of thickness, and films are compared at equal charge current density $j_c$, not at equal total current. The inverse spin Hall effect, through which spin flow along $z$ acts back on the in-plane current, is neglected. It is a relative correction of order $\theta^2$, which is 0.01 for the parameters used here.

Electrons with spin up and spin down form two channels. Since the metal is nonmagnetic, each has conductivity $\sigma/2$. Let $V_\uparrow$ and $V_\downarrow$ be their electrochemical potentials in volts, with the sign chosen so that current flows from high to low $V$. The spin Hall effect adds opposite transverse currents to the two channels:

$$
j_\uparrow=-\frac{\sigma}{2}\frac{dV_\uparrow}{dz}+\frac{\theta j_c}{2},\qquad
j_\downarrow=-\frac{\sigma}{2}\frac{dV_\downarrow}{dz}-\frac{\theta j_c}{2}.
$$

Define the spin current $j_s=j_\uparrow-j_\downarrow$, the spin accumulation $V_s=V_\uparrow-V_\downarrow$ and the Hall source $J_0=\theta j_c$. Subtracting the two equations gives

$$
j_s=J_0-\frac{\sigma}{2}\frac{dV_s}{dz}. \tag{1}
$$

Here $j_s$ is in A/m². Multiplication by $\hbar/2e$ converts it to the magnitude of the angular-momentum flux.

Spin flips transfer current from the channel with the higher potential to the other. With a flip conductance $g$ per unit volume,

$$
\frac{dj_\uparrow}{dz}=-gV_s,\qquad \frac{dj_\downarrow}{dz}=+gV_s .
$$

The sum of these equations shows that $j_\uparrow+j_\downarrow$ does not depend on $z$. It vanishes at the closed outer surface, so no net charge flows along $z$. The difference gives

$$
\frac{dj_s}{dz}=-2gV_s. \tag{2}
$$

Now differentiate (1). Because $J_0$ is uniform, its derivative is zero, and (2) becomes

$$
-\frac{\sigma}{2}\frac{d^2V_s}{dz^2}=-2gV_s
\quad\Longrightarrow\quad
\frac{d^2V_s}{dz^2}=\frac{V_s}{\lambda^2},\qquad \lambda^2=\frac{\sigma}{4g}. \tag{3}
$$

### (a) The delivered spin current

Two boundary conditions are needed. The closed outer surface requires $j_s(0)=0$. A perfect absorber removes spin so readily that no accumulation can build up at the interface, so $V_s(d)=0$.

It is convenient to measure distance from the interface and write the general solution of (3) as

$$
V_s(z)=A\sinh\frac{d-z}{\lambda}+B\cosh\frac{d-z}{\lambda}. \tag{4}
$$

At $z=d$ the first term vanishes and the second equals $B$, so $B=0$. The derivative of the remaining term is

$$
\frac{dV_s}{dz}=-\frac{A}{\lambda}\cosh\frac{d-z}{\lambda},
$$

where the minus sign comes from differentiating $d-z$. Inserting this in (1) gives

$$
j_s(z)=J_0+\frac{\sigma A}{2\lambda}\cosh\frac{d-z}{\lambda}.
$$

The condition $j_s(0)=0$ then fixes

$$
A=-\frac{2J_0\lambda}{\sigma}\,\frac{1}{\cosh(d/\lambda)} .
$$

The accumulation and the spin current are therefore

$$
V_s(z)=-\frac{2J_0\lambda}{\sigma}\,\frac{\sinh[(d-z)/\lambda]}{\cosh(d/\lambda)},\qquad
j_s(z)=J_0\left[1-\frac{\cosh[(d-z)/\lambda]}{\cosh(d/\lambda)}\right]. \tag{5}
$$

At the interface $\cosh 0=1$, so

$$
j_s(d)=J_0\left[1-\operatorname{sech}\frac{d}{\lambda}\right]. \tag{6}
$$

For $d\gg\lambda$ the sech term vanishes and $j_s(d)\to J_0$. A thick film thus delivers the full Hall source, with efficiency $\theta$. The fraction of the thick-film efficiency reached at thickness $d$ is

$$
\boxed{\;\eta(d)=1-\operatorname{sech}\frac{d}{\lambda}\;} \tag{7}
$$

The spin-Hall angle, conductivity and current density have cancelled. For the given film,

$$
\frac{d}{\lambda}=\frac{5.0}{1.5}=3.333,\qquad \cosh(3.333)=14.03,\qquad
\eta=1-\frac{1}{14.03}=1-0.0713=0.929 .
$$

This is the required 93 percent.

With the model parameters, $J_0=0.10\times10^{11}=1.00\times10^{10}$ A/m². The 5 nm film delivers $0.929\,J_0=9.29\times10^{9}$ A/m², an angular-momentum flux of $3.06\times10^{-6}$ J/m². Its efficiency is 0.093, compared with 0.10 for the thick film. A direct numerical solution of the two coupled channels, which does not use the hyperbolic functions in (5), gives the same fraction; its values are in the numerical output.

The result is moderately sensitive to $\lambda$. With $x=d/\lambda$, a small relative change $\delta\lambda/\lambda$ changes $x$ by $-x\,\delta\lambda/\lambda$. Since $d\eta/dx=\operatorname{sech}x\tanh x$,

$$
\delta\eta=-x\,\operatorname{sech}x\,\tanh x\;\frac{\delta\lambda}{\lambda}\approx-0.24\,\frac{\delta\lambda}{\lambda}.
$$

If $\lambda$ is uncertain by 10 percent, $\eta$ is uncertain by about 2.4 percentage points.

### (b) Where the spin comes from, and what is missing

No spin enters at $z=0$, yet spin leaves at $z=d$. To see what supplies it, use $2g=\sigma/(2\lambda^2)$ from (3) and integrate (2) across the film:

$$
j_s(d)-j_s(0)=-\frac{\sigma}{2\lambda^2}\int_0^dV_s\,dz .
$$

For positive $J_0$ the accumulation in (5) is negative inside the film. Electrons carry negative charge, so they move against their electric current, and a lower $V$ means a higher electron energy. The Hall source therefore moves down-spin electrons towards the absorber and up-spin electrons away from it, and the negative $V_s$ is an excess of up-spin electrons in the film. Spin flips relax this excess, turning up spins into down spins, and so replace the down spin that is lost to the absorber. The integral confirms the balance. Since

$$
\int_0^d\sinh\frac{d-z}{\lambda}\,dz=\lambda\left(\cosh\frac d\lambda-1\right),
$$

the right-hand side is

$$
\frac{\sigma}{2\lambda^2}\cdot\frac{2J_0\lambda}{\sigma}\cdot\frac{\lambda[\cosh(d/\lambda)-1]}{\cosh(d/\lambda)}
=J_0\left[1-\operatorname{sech}\frac d\lambda\right],
$$

in agreement with (6). In this model a film without spin relaxation could not deliver a steady spin current at all.

The excess left behind is largest at the outer surface, where $V_s(0)=-7.48$ µV in the example. It produces a diffusive current that opposes the Hall source. In a thin film this counterflow still reaches the interface, and it is the reason for the reduced efficiency.

The size of the counterflow follows from two contributions. Suppose first that the film extended without end beyond $z=d$. The solution that satisfies $j_s(0)=0$ would be $V_s=-(2J_0\lambda/\sigma)e^{-z/\lambda}$, and its diffusive current at $z=d$ would be $-J_0e^{-d/\lambda}$. This solution does not vanish at the absorber, however. To cancel it there, one must add

$$
+\frac{2J_0\lambda}{\sigma}\,e^{-d/\lambda}\,e^{-(d-z)/\lambda}.
$$

The slope of this term at $z=d$ is $(2J_0/\sigma)e^{-d/\lambda}$, so by (1) it contributes a further $-J_0e^{-d/\lambda}$. The added term disturbs the condition $j_s(0)=0$ by $J_0e^{-2d/\lambda}$, which is negligible only when $d\gg\lambda$. In that limit the shortfall is therefore doubled:

$$
\eta\approx1-2e^{-d/\lambda}\qquad(d\gg\lambda).
$$

The exact expression agrees, because $\operatorname{sech}x=2e^{-x}/(1+e^{-2x})$. For the 5 nm film the estimate $1-e^{-d/\lambda}$ would give 96.4 percent. The true shortfall is 1.997 times as large as that estimate implies.

In the opposite limit, $\operatorname{sech}x\approx1-x^2/2$ gives

$$
\eta\approx\frac{d^2}{2\lambda^2}\qquad(d\ll\lambda).
$$

One factor of $d$ reflects the smaller volume in which spin can relax. The other reflects the smaller accumulation that drives the relaxation, since (5) gives $|V_s(0)|\approx 2J_0d/\sigma$ in this limit.

### (c) Thickness for a chosen fraction

Equation (7) gives $\cosh(d/\lambda)=1/(1-\eta)$, hence

$$
d=\lambda\,\operatorname{arcosh}\frac{1}{1-\eta}.
$$

For $\eta=0.95$ the argument is 20 and $d=5.53$ nm. For $\eta=0.99$ it is 100 and $d=7.95$ nm. Films of 1.5 nm and 3.0 nm reach 35 and 73 percent. Most of the gain is thus made within the first few diffusion lengths, and going from 5 nm to 8 nm adds about 6 percentage points.

### (d) An imperfect absorber

Let the interface have a finite conductance $G$ per spin channel and unit area, with the absorber beyond it held at zero potential. Then $j_\uparrow(d)=GV_\uparrow(d)$ and $j_\downarrow(d)=GV_\downarrow(d)$, and subtraction gives $j_s(d)=GV_s(d)$. Perfect absorption is the limit $G\to\infty$.

Both terms of (4) are now needed. Equation (1) gives

$$
j_s(z)=J_0+\frac{\sigma}{2\lambda}\left[A\cosh\frac{d-z}{\lambda}+B\sinh\frac{d-z}{\lambda}\right].
$$

Write $j=j_s(d)$, $x=d/\lambda$ and $r=\sigma/(2\lambda G)$. At $z=d$ this equation gives $\sigma A/2\lambda=j-J_0$. The contact condition with $V_s(d)=B$ gives $B=j/G$, so $\sigma B/2\lambda=rj$. The condition $j_s(0)=0$ becomes

$$
J_0+(j-J_0)\cosh x+rj\sinh x=0 .
$$

Collecting the terms in $j$ gives $j(\cosh x+r\sinh x)=J_0(\cosh x-1)$. Division by $\cosh x$ yields

$$
j_s(d)=J_0\,\frac{1-\operatorname{sech}x}{1+r\tanh x}. \tag{8}
$$

A thick film with the same contact delivers $J_0/(1+r)$, so the ratio of the two is

$$
\eta_r=(1-\operatorname{sech}x)\,\frac{1+r}{1+r\tanh x}.
$$

For $G=10^{15}$ S/m² one finds $r=1.333$. The 5 nm film then delivers $3.99\times10^{9}$ A/m², less than half of its value with a perfect absorber. The thick film falls to $4.29\times10^{9}$ A/m², and the ratio is still 93.0 percent.

The ratio changes so little because $\tanh x$ is already close to 1 at $x=3.33$, so both films are reduced by nearly the same factor. As $r$ grows, $\eta_r$ rises steadily, since the derivative of $(1+r)/(1+r\tanh x)$ with respect to $r$ is $(1-\tanh x)/(1+r\tanh x)^2>0$. Its upper limit is

$$
\frac{1-\operatorname{sech}x}{\tanh x}=\frac{\cosh x-1}{\sinh x}=\frac{2\sinh^2(x/2)}{2\sinh(x/2)\cosh(x/2)}=\tanh\frac{x}{2},
$$

which is 93.1 percent here. Within this contact model, perfect absorption matters greatly for the absolute efficiency but hardly at all for the 93 percent.

### Conditions on the result

The derivation assumes diffusive transport, which requires a mean free path well below both $\lambda$ and $d$. The round parameters used here do not meet this requirement. For free electrons of density $n$ the mean free path is $\ell=3\pi^2\hbar\sigma/(e^2k_F^2)$ with $k_F=(3\pi^2n)^{1/3}$. At $n=10^{29}$ m⁻³ and the given $\sigma$ this is about 2.4 nm, longer than $\lambda$. The 93 percent is therefore a result of the diffusion model, not a quantitative prediction for a real film with these parameters. The absolute values are affected more strongly. An interface can at best absorb every electron that reaches it, which for free electrons corresponds to $G\approx2G_{\rm Sh}$, where $G_{\rm Sh}=e^2k_F^2/(4\pi h)$ is the Sharvin conductance per spin. This gives $r\approx2\ell/(3\lambda)$, so the condition $V_s(d)=0$ itself requires $\ell\ll\lambda$. At $n=10^{29}$ m⁻³ one has $G_{\rm Sh}=6.4\times10^{14}$ S/m² and $r\approx1$, so even a thick film would deliver only about half of $J_0$. A free-electron Boltzmann model with isotropic scattering, a specular outer surface, a fully absorbing interface and a spin-flip path $\ell_s$ fixed by $\lambda^2=\ell\ell_s/3$ gives about $0.52\,J_0$ for the thick film and $0.44\,J_0$ at 5 nm, a ratio near 86 percent. If surface scattering makes $\sigma$, $\lambda$ or $\theta$ depend on thickness, the thick-film reference no longer has the same parameters as the thin film, and (7) does not give the ratio. Spin flips at the interface itself, or spin currents generated there, would add terms that are absent from the boundary conditions used here. Finally, at fixed total current a thinner film carries a larger $j_c$, so the delivered spin current then depends on thickness through $j_c$ as well as through $\eta$.

## Computed results

```
spin diffusion length: 1.5 nm
film thickness: 5.0 nm
spin-Hall angle: 0.10 (no unit)
conductivity: 4.0e+06 S/m
charge current density: 1.0e+11 A/m^2
thickness / diffusion length: 3.3333 (no unit)
cosh(d/lam): 14.034 (no unit)
sech(d/lam): 0.0713 (no unit)
fraction of thick film, formula: 92.87 percent
fraction of thick film, two-channel solution: 92.87 percent
thick-film spin current, two-channel: 1.000e+10 A/m^2
5 nm film spin current, two-channel: 9.287e+09 A/m^2
5 nm film efficiency j_s/j_c: 0.0929 (no unit)
5 nm film angular-momentum flux: 3.057e-06 J/m^2
accumulation scale 2*J0*lam/sigma: 7.500 microvolt
accumulation at outer surface: -7.481 microvolt
spin current from relaxation integral: 9.287e+09 A/m^2
fraction at thickness 1.5 nm: 35.19 percent
fraction at thickness 3.0 nm: 73.42 percent
fraction at thickness 5.0 nm: 92.87 percent
fraction at thickness 8.0 nm: 99.03 percent
thickness for 95 percent: 5.53 nm
thickness for 99 percent: 7.95 nm
simple estimate 1-exp(-d/lam): 96.43 percent
true shortfall / simple shortfall: 1.997 (no unit)
imperfect contact conductance G: 1.0e+15 S/m^2
contact parameter r: 1.333 (no unit)
imperfect contact, 5 nm spin current: 3.986e+09 A/m^2
imperfect contact, thick-film spin current: 4.286e+09 A/m^2
imperfect contact, fraction of thick film: 93.01 percent
very poor contact, fraction of thick film: 93.11 percent
```
